# Does a rotating disk plate uniformly below its limiting current?: a numerical check

```python
"""Below its limiting current, a rotating disk need not plate uniformly.

Result under test: uniform current i on a disk of radius a requires the
ohmic drop (2 i a/(pi kappa)) E(r^2/a^2), which is lower at the rim.
With uniform kinetics this drives extra deposition there. At the limiting
current the surface concentration is zero and deposition is uniform.

Symbols: kappa conductivity; D diffusivity; nu kinematic viscosity;
omega angular speed; chi surface/bulk concentration; h cathodic
overpotential; P ohmic drop plus h; j local current/limiting current.
Lengths are in cm, current densities in A/cm2, potentials in V.
The annulus model includes convection of depleted liquid towards the rim.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import (ellipe, ellipk, gamma, gammaln, betainc,
                           j0, j1, roots_jacobi)

faraday = const.physical_constants["Faraday constant"][0]
temperature = 298.15
f = faraday / (const.R * temperature)
n = 2
alpha_c = 0.5
alpha_a = n - alpha_c
radius = 5.0
kappa = 0.5
D = 5.0e-6
nu = 0.01
rpm = 60.0
omega = 2 * np.pi * rpm / 60
bulk = 2.5e-4             # mol/cm3
exchange = 1.0e-3         # A/cm2
molar_volume = 7.0        # cm3/mol


# Laminar flow above an infinite rotating disk.
def flow_rhs(z, y):
    F, Fp, G, Gp, H = y
    return np.array([Fp, F*F - G*G + H*Fp, Gp, 2*F*G + H*Gp, -2*F])


def flow_bc(left, right):
    return np.array([left[0], left[2] - 1, left[4], right[0], right[2]])


z = np.linspace(0, 12, 160)
guess = np.array([0.5*z*np.exp(-z), 0.5*(1-z)*np.exp(-z),
                  np.exp(-0.6*z), -0.6*np.exp(-0.6*z),
                  -0.88*(1-np.exp(-z))])
flow = solve_bvp(flow_rhs, flow_bc, z, guess, tol=1e-7, max_nodes=20000)
assert flow.success
shear = flow.sol(0.0)[1]
beta = shear * omega**1.5 / np.sqrt(nu)
delta = (3*D/beta)**(1/3)
nernst = gamma(4/3)*delta
limit = n*faraday*D*bulk/nernst
levich = limit/(n*faraday*bulk*D**(2/3)*np.sqrt(omega)*nu**(-1/6))


def full_flow_limit_ratio(schmidt):
    scale = (3/(schmidt*shear))**(1/3)
    distance = np.linspace(0, 4*scale, 5001)
    normal_speed = flow.sol(distance)[4]
    exponent = schmidt*cumulative_trapezoid(normal_speed, distance, initial=0)
    thickness = np.trapezoid(np.exp(exponent), distance) if hasattr(
        np, "trapezoid") else np.trapz(np.exp(exponent), distance)
    return gamma(4/3)*scale/thickness


# A very large Schmidt number must recover the near-wall formula.
assert abs(full_flow_limit_ratio(1e6) - 1) < 0.005
schmidt_ratio = full_flow_limit_ratio(nu/D)


# Relative flux of concentration modes, checked by their differential equation.
def mode_ratio(m):
    return np.exp(gammaln(2/3) + gammaln(1+2*m/3)
                  - gammaln(2*(m+1)/3))


for m in (0, 1, 4):
    grid = np.linspace(0, 3, 120)
    mode = solve_bvp(
        lambda x, y, m=m: np.array([y[1], -3*x*x*y[1] + 6*m*x*y[0]]),
        lambda left, right: np.array([left[0]-1, right[0]]),
        grid, np.array([np.exp(-grid), -np.exp(-grid)]), tol=1e-6,
        max_nodes=10000)
    assert mode.success
    assert abs(-mode.sol(0.0)[1]*gamma(4/3) - mode_ratio(m)) < 2e-4
    memory = quad(lambda t: t**(2*m/3), 0, 1, weight="alg",
                  wvar=(-1/3, -2/3))[0]*np.sqrt(3)/(2*np.pi)
    assert abs(memory*mode_ratio(m) - 1) < 1e-6


# Surface potential of a unit-current disk, before division by conductivity.
def disk_potential(r, s):
    inside_m = np.minimum((r/s)**2, 1)
    outside_m = np.minimum((s/r)**2, 1-1e-13)
    inside = 2*s/np.pi*ellipe(inside_m)
    outside = 2*r/np.pi*(ellipe(outside_m)
                         - (1-outside_m)*ellipk(outside_m))
    return np.where(r <= s, inside, outside)


inside_direct = quad(lambda p: -0.6*np.cos(p)
                     + np.sqrt(1-(0.6*np.sin(p))**2), 0, 2*np.pi)[0]/(2*np.pi)
outside_direct = quad(lambda p: 2*np.sqrt(max(0, 1-(1.5*np.sin(p))**2)),
                      -np.arcsin(1/1.5), np.arcsin(1/1.5))[0]/(2*np.pi)
assert abs(inside_direct - disk_potential(0.6, 1.0)) < 1e-8
assert abs(outside_direct - disk_potential(1.5, 1.0)) < 1e-7


def make_mesh(count):
    edges = np.sin(np.linspace(0, np.pi/2, count+1))
    mid = (edges[1:] + edges[:-1])/2
    area = np.diff(edges**2)
    potential = disk_potential(mid[:, None], edges[None, 1:])
    potential = np.diff(np.column_stack((np.zeros(count), potential)), axis=1)
    fraction = np.minimum((edges[None, :]/mid[:, None])**3, 1)
    memory = np.diff(betainc(2/3, 1/3, fraction), axis=1)
    return edges, mid, area, potential, memory


mesh = make_mesh(160)
coarse_mesh = make_mesh(80)
edges, mid, area, potential, memory = mesh

# Constant surface potential must recover the primary distribution.
primary = np.linalg.solve(potential, np.ones(len(mid)))
primary_total = np.pi*np.dot(area, primary)
assert abs(primary_total/4 - 1) < 0.01
primary_shape = np.interp(0.5, mid, primary)/np.dot(area, primary)
assert abs(primary_shape*2*np.sqrt(1-0.5**2) - 1) < 0.015


def uniform_overpotential(average, lim, exch):
    chi = 1-average/lim
    return brentq(lambda h: exch*(chi*np.exp(alpha_c*f*h)
                  - np.exp(-alpha_a*f*h))-average, 0, 2)


def solve_current(average, lim=limit, cond=kappa, size=radius,
                  exch=exchange, chosen_mesh=mesh):
    _, points, weights, pot, mem = chosen_mesh
    count = len(points)
    current = np.full(count, average/lim)
    applied = uniform_overpotential(average, lim, exch)
    full_drop = pot*size*lim/cond
    steps = 14
    for step in range(1, steps+1):
        applied += np.dot(weights, full_drop@current)/steps
        drop = full_drop*step/steps
        for iteration in range(35):
            h = applied - drop@current
            forward = np.exp(-alpha_c*f*h)*lim/exch
            reverse = np.exp(-n*f*h)
            residual = current*forward + mem@current - 1 + reverse
            slope = alpha_c*f*current*forward + n*f*reverse
            matrix = np.empty((count+1, count+1))
            matrix[:count, :count] = mem + slope[:, None]*drop
            matrix[np.arange(count), np.arange(count)] += forward
            matrix[:count, count] = -slope
            matrix[count, :count] = weights
            matrix[count, count] = 0
            rhs = -np.r_[residual, np.dot(weights, current)-average/lim]
            change = np.linalg.solve(matrix, rhs)
            current += change[:count]
            applied += change[count]
            if np.max(np.abs(change)) < 1e-10:
                break
        else:
            raise AssertionError("current solution did not converge")
    h = applied - full_drop@current
    chi = 1-mem@current
    assert np.min(current) > 0 and np.min(chi) > 0
    return current, chi, h, applied


average = 0.5*limit
current, chi, h, applied = solve_current(average)
ratio = current[-1]/current[0]
coarse = solve_current(average, chosen_mesh=coarse_mesh)[0]
mesh_change = abs(coarse[-1]/coarse[0]/ratio-1)
assert mesh_change < 0.015
assert ratio > 1

# The average-current identity, evaluated by singular-weight quadrature.
nodes, weights = roots_jacobi(80, -1/3, 0)
radial_nodes = ((nodes+1)/2)**(1/3)
abel_average = (2/3)*2**(-2/3)*np.dot(
    weights, np.interp(radial_nodes, mid, 1-chi))
assert abs(abel_average-0.5) < 0.003

# Independent radial march of convection and diffusion for the solved current.
wall_step = 0.01
zeta = np.arange(0, 4, wall_step)
depletion = np.zeros(len(zeta))
march_r = np.linspace(0, 1, 801)
march_surface = []
for k, r in enumerate(march_r):
    dr = march_r[1]-march_r[0]
    advection = np.zeros(len(zeta)) if k == 0 else 3*zeta*r/dr
    band = np.zeros((3, len(zeta)))
    band[0, 1:] = 1/wall_step**2 + 3*zeta[:-1]**2/(2*wall_step)
    band[1] = -2/wall_step**2-advection
    band[2, :-1] = 1/wall_step**2 - 3*zeta[1:]**2/(2*wall_step)
    band[1, 0] = 1
    band[0, 1] = -1
    rhs = -advection*depletion
    rhs[0] = wall_step*np.interp(r, mid, current)/gamma(4/3)
    depletion = solve_banded((1, 1), band, rhs)
    march_surface.append(1-depletion[0])
sample = np.linspace(0.05, 0.98, 80)
march_error = np.max(np.abs(np.interp(sample, march_r, march_surface)
                            - np.interp(sample, mid, chi)))
assert march_error < 0.01

# Elliptic-series coefficients and first-order response.
orders = np.arange(1, 20001)
log_binomial = gammaln(2*orders+1)-2*gammaln(orders+1)-orders*np.log(4)
coeff = np.exp(2*log_binomial)/(2*orders-1)
flux_ratio = mode_ratio(orders)
assert abs(1-np.sum(coeff*0.7**(2*orders))
           - 2/np.pi*ellipe(0.7**2)) < 1e-10


def first_order_excess(avg, lim, cond, size):
    h0 = uniform_overpotential(avg, lim, exchange)
    chi0 = 1-avg/lim
    rate_h = exchange*f*(alpha_c*chi0*np.exp(alpha_c*f*h0)
                        + alpha_a*np.exp(-alpha_a*f*h0))
    rate_chi = exchange*np.exp(alpha_c*f*h0)
    return size/cond*np.sum(coeff*rate_h*flux_ratio
                            / (flux_ratio+rate_chi/lim))


def tafel_excess(y, number):
    return number*y*(1-y)*np.sum(coeff*flux_ratio/((1-y)*flux_ratio+y))


weak_cond = 1000*kappa
for y in (0.02, 0.5, 0.9):
    weak = solve_current(y*limit, cond=weak_cond)[0]
    actual = (weak[-1]-weak[0])/y
    predicted = first_order_excess(y*limit, limit, weak_cond, radius)
    assert abs(actual/predicted-1) < 0.015
    assert np.all(np.diff(weak) > 0)
number = alpha_c*f*limit*radius/kappa
assert abs(tafel_excess(0.5, number)
           / first_order_excess(average, limit, kappa, radius)-1) < 0.001
fractions = np.linspace(0.02, 0.98, 193)
peak_y = fractions[np.argmax([tafel_excess(y, number) for y in fractions])]

small = solve_current(average, size=0.25)[0]
fast = solve_current(average, lim=2*limit)[0]
slow_kinetics = solve_current(average, exch=exchange/10)[0]
small_ratio = small[-1]/small[0]
fast_ratio = fast[-1]/fast[0]
kinetic_ratio = slow_kinetics[-1]/slow_kinetics[0]
assert 1 < small_ratio < 1.15
assert fast_ratio > ratio
assert abs(kinetic_ratio/ratio-1) < 0.002

sweep = []
for y in (0.1, 0.3, 0.5, 0.7, 0.9, 0.99, 0.999):
    profile = solve_current(y*limit)[0]
    highest = np.argmax(profile)
    sweep.append((y, profile[0]/y, profile[-1]/y, profile[-1]/profile[0],
                  profile[highest], mid[highest]))
    assert profile[-1] > profile[0]
assert abs(sweep[-1][3]-1) < 0.05


# A plane counter electrode at distance L changes the required ohmic drop.
def counter_change(distance):
    ell = distance/radius
    return quad(lambda x: j1(x)*(1-j0(x))*(1-np.tanh(ell*x))/x,
                0, 25/ell, limit=200)[0]/(1-2/np.pi)


ell = 1.0
axis_transform = 1-quad(lambda x: j1(x)*(1-np.tanh(ell*x))/x, 0, 25)[0]
image_index = np.arange(1, 2001)
image_terms = 2*(-1.0)**image_index*(
    np.sqrt(1+(2*image_index*ell)**2)-2*image_index*ell)
axis_images = 1+np.sum(image_terms)-image_terms[-1]/2
assert abs(axis_transform-axis_images) < 1e-6

# Other neglected effects in this example.
transference = n**2*faraday**2*D*bulk/(const.R*temperature*kappa)
reynolds = omega*radius**2/nu
assert 4*reynolds/2 < 2e5 and reynolds < 2e5
film_thickness = 1e-4
film_resistivity = 2e-6
sheet = film_resistivity/film_thickness
enclosed = np.pi*radius**2*limit*(np.cumsum(area*current)-0.5*area*current)
film_drop = np.sum(sheet*enclosed/(2*np.pi*mid)*np.diff(edges))
density_change = 0.03
buoyancy_ratio = const.g*100*density_change*nernst/radius/(omega**2*radius)
uniform_drop = (1-2/np.pi)*average*radius/kappa
growth_factor = molar_volume/(n*faraday)*1e7

print(f"Disk radius: {radius:.1f} cm; conductivity: {kappa:.2f} S/cm")
print(f"Diffusivity: {D:.1e} cm2/s; viscosity: {nu:.3f} cm2/s")
print(f"Rotation: {rpm:.0f} rpm; angular speed: {omega:.3f} rad/s")
print(f"Bulk ion concentration: {bulk*1000:.2f} mol/L; charge: {n}")
print(f"Temperature: {temperature:.2f} K; f = F/RT: {f:.3f} 1/V")
print(f"Exchange current: {exchange*1000:.1f} mA/cm2")
print(f"Transfer coefficients: cathodic {alpha_c}, anodic {alpha_a}")
print(f"Molar volume: {molar_volume:.1f} cm3/mol")
print(f"Flow shear constant: {shear:.5f}; Levich constant: {levich:.4f}")
print(f"Diffusion-layer thickness: {nernst*1e4:.2f} um")
print(f"Limiting current: {limit*1000:.2f} mA/cm2")
print(f"Average current: {average*1000:.2f} mA/cm2")
print(f"Scale i*a/kappa: {average*radius/kappa*1000:.1f} mV")
print(f"Centre-rim drop if current were uniform: {uniform_drop*1000:.1f} mV")
print(f"Ohmic number N: {number:.3f}")
print(f"Mode flux ratios s1, s2: {mode_ratio(1):.4f}, {mode_ratio(2):.4f}")
print("Solved profile: r/a, current (mA/cm2), chi, h (mV)")
for r in (0.0, 0.5, 0.8, 0.94, 1.0):
    print(f"  {r:.2f}  {np.interp(r, mid, current)*limit*1000:.2f}"
          f"  {np.interp(r, mid, chi):.4f}"
          f"  {np.interp(r, mid, h)*1000:.1f}")
print(f"Rim/centre current ratio: {ratio:.3f}")
print(f"Centre growth: {current[0]*limit*growth_factor:.2f} nm/s")
print(f"Rim growth: {current[-1]*limit*growth_factor:.2f} nm/s")
print(f"Applied drive P: {applied*1000:.1f} mV")
print(f"First-order (rim-centre)/average: {tafel_excess(0.5, number):.3f}")
print(f"Solved (rim-centre)/average: {(current[-1]-current[0])/0.5:.3f}")
print(f"First-order Tafel peak at average/limit: {peak_y:.3f}")
print("Sweep: avg/lim, centre/avg, rim/avg, rim/centre, max/lim, r_max/a")
for row in sweep:
    print("  " + "  ".join(f"{value:.4f}" for value in row))
print(f"Same current density, 5 mm diameter: rim/centre {small_ratio:.4f}")
print(f"Same current density, {4*rpm:.0f} rpm: rim/centre {fast_ratio:.3f}")
print(f"Ten times smaller exchange current: rim/centre {kinetic_ratio:.3f}")
print(f"Mesh-halving change in ratio: {mesh_change*100:.3f} %")
print(f"Largest chi difference from radial march: {march_error:.5f}")
print(f"Finite-Schmidt change in limit: {(schmidt_ratio-1)*100:.2f} %")
print(f"Metal-ion transference estimate: {transference*100:.2f} %")
print(f"Reynolds number: {reynolds:.0f}; at {4*rpm:.0f} rpm: {4*reynolds:.0f}")
print(f"Film: {film_thickness*1e4:.1f} um, {film_resistivity*1e6:.1f} uohm cm")
print(f"Rim-fed film potential drop: {film_drop*1000:.2f} mV")
print(f"Counter at 20 cm lowers uniform drop by {counter_change(20)*100:.2f} %")
print(f"Counter at 5 cm lowers uniform drop by {counter_change(5)*100:.2f} %")
print(f"Radial-diffusion zone/radius: {nernst/radius:.2e}")
print(f"Buoyant/centrifugal drive: {buoyancy_ratio:.2e}"
      f" (density change {density_change*100:.0f} %)")
print("checks complete")
```

Printed output:

```
Disk radius: 5.0 cm; conductivity: 0.50 S/cm
Diffusivity: 5.0e-06 cm2/s; viscosity: 0.010 cm2/s
Rotation: 60 rpm; angular speed: 6.283 rad/s
Bulk ion concentration: 0.25 mol/L; charge: 2
Temperature: 298.15 K; f = F/RT: 38.922 1/V
Exchange current: 1.0 mA/cm2
Transfer coefficients: cathodic 0.5, anodic 1.5
Molar volume: 7.0 cm3/mol
Flow shear constant: 0.51023; Levich constant: 0.6204
Diffusion-layer thickness: 51.03 um
Limiting current: 47.27 mA/cm2
Average current: 23.63 mA/cm2
Scale i*a/kappa: 236.3 mV
Centre-rim drop if current were uniform: 85.9 mV
Ohmic number N: 9.198
Mode flux ratios s1, s2: 1.3689, 1.6123
Solved profile: r/a, current (mA/cm2), chi, h (mV)
  0.00  18.17  0.6155  174.0
  0.50  19.94  0.5888  181.0
  0.80  24.37  0.5269  197.0
  0.94  29.98  0.4583  214.8
  1.00  36.83  0.3941  233.2
Rim/centre current ratio: 2.027
Centre growth: 6.59 nm/s
Rim growth: 13.36 nm/s
Applied drive P: 389.8 mV
First-order (rim-centre)/average: 1.010
Solved (rim-centre)/average: 0.790
First-order Tafel peak at average/limit: 0.555
Sweep: avg/lim, centre/avg, rim/avg, rim/centre, max/lim, r_max/a
  0.1000  0.8979  1.1803  1.3144  0.1180  1.0000
  0.3000  0.8045  1.4452  1.7964  0.4336  1.0000
  0.5000  0.7690  1.5586  2.0269  0.7793  1.0000
  0.7000  0.7698  1.4667  1.9054  1.0267  1.0000
  0.9000  0.8361  1.1713  1.4008  1.0541  1.0000
  0.9900  0.9663  1.0163  1.0518  1.0061  1.0000
  0.9990  0.9962  1.0016  1.0055  1.0006  1.0000
Same current density, 5 mm diameter: rim/centre 1.0507
Same current density, 240 rpm: rim/centre 2.399
Ten times smaller exchange current: rim/centre 2.027
Mesh-halving change in ratio: 0.083 %
Largest chi difference from radial march: 0.00017
Finite-Schmidt change in limit: -2.40 %
Metal-ion transference estimate: 3.76 %
Reynolds number: 15708; at 240 rpm: 62832
Film: 1.0 um, 2.0 uohm cm
Rim-fed film potential drop: 2.54 mV
Counter at 20 cm lowers uniform drop by 0.23 %
Counter at 5 cm lowers uniform drop by 9.58 %
Radial-diffusion zone/radius: 1.02e-03
Buoyant/centrifugal drive: 1.52e-04 (density change 3 %)
checks complete
```
